\section*{The DMPK equation and its conductance moments, derived from thin slices, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a thin slice to the DMPK equation}

\subsection{Situation and conventions}

Two disordered wires with the same length, width and density of impurities do not have the same conductance at low temperature. Electrons keep their phase along the whole wire, so the conductance depends on the positions of the impurities. The questions are how the average over impurity positions departs from Ohm's law, and how widely single wires scatter about that average. Both can be answered by letting the wire grow, one thin slice at a time, and following its transmission.

The wire has $N$ propagating channels, length $L$ and mean free path $l$; its dimensionless length is $s=L/l$. Electrons do not interact, and they scatter elastically. The leads are ideal. If $t$ is the transmission matrix, the eigenvalues $T_n$ of $tt^\dagger$ lie between 0 and 1, and the Landauer formula gives
\begin{equation}
G=\frac{2e^2}{h}\,T,\qquad T=\sum_{n=1}^{N}T_n .
\end{equation}
Conductances below are in units of $2e^2/h$. I write $R_n=1-T_n$ and $\lambda_n=R_n/T_n$.

The symmetry index $\beta$ distinguishes three cases. For $\beta=1$ there is time-reversal symmetry and no spin-orbit scattering. For $\beta=2$ a magnetic field breaks time-reversal symmetry, while the channels stay spin-degenerate. For $\beta=4$ there is time-reversal symmetry with strong spin-orbit scattering; $N$ then counts Kramers pairs, and scattering matrices have size $2N$.

\subsection{Adding the slice}

Put a slice at the left end of the wire. Let $\rho$ be its reflection matrix for waves arriving from the wire, and $t_s'$ its transmission matrix from right to left. Let $r$ be the wire's reflection matrix for waves arriving from the slice, and $t'$ its transmission matrix from right to left. Send in a wave $e$ from the far right. Between slice and wire there are a left-moving amplitude $a$ and a right-moving amplitude $b$, with
\begin{equation}
a=rb+t'e,\qquad b=\rho a .
\end{equation}
Eliminating $b$ gives $a=(1-r\rho)^{-1}t'e$. The wave leaving on the left is $t_s'a$, so the composite has
\begin{equation}
t'_{\rm tot}=t_s'(1-r\rho)^{-1}t'.
\end{equation}
Flux conservation makes each scattering matrix unitary. For the wire this gives $t't'^\dagger=1-rr^\dagger$, and for the slice $t_s'^\dagger t_s'=1-\rho^\dagger\rho$. The second relation fixes $t_s'$ up to a unitary factor $W$: $t_s'=W\sqrt{1-\rho^\dagger\rho}$. Hence $t'_{\rm tot}t_{\rm tot}'^\dagger=W\mathcal T W^\dagger$ with
\begin{equation}
\mathcal T=\sqrt{1-\rho^\dagger\rho}\,(1-r\rho)^{-1}(1-rr^\dagger)(1-\rho^\dagger r^\dagger)^{-1}\sqrt{1-\rho^\dagger\rho}.
\label{composite}
\end{equation}
The factor $W$ does not change eigenvalues. Transmission from the other side has the same eigenvalues, since $t^\dagger t=1-r^\dagger r$ and $r^\dagger r$ has the eigenvalues of $rr^\dagger$. Equation (\ref{composite}) holds for a slice of any strength. For two random unitary scatterers with three channels, its eigenvalues agree with those from solving the matching equations directly to $1.3\times10^{-15}$.

\subsection{Symmetry and isotropy}

Write the singular value decomposition $r=uDv$, where $D$ is diagonal with entries $\sqrt{R_n}$. For $\beta=2$ the unitary matrices $u$ and $v$ are independent. For $\beta=1$ reflection matrices are symmetric and $v=u^{\mathsf T}$. For $\beta=4$ they are self-dual, $r=Jr^{\mathsf T}J^{-1}$, where $J$ is block diagonal with blocks $\left(\begin{smallmatrix}0&1\\-1&0\end{smallmatrix}\right)$; then $v=Ju^{\mathsf T}J^{-1}$.

Define $x=v\rho u$. Then $r\rho=uDxu^\dagger$, $\rho^\dagger\rho=ux^\dagger xu^\dagger$ and $1-rr^\dagger=u\tau u^\dagger$, with $\tau$ the diagonal matrix of the $T_n$. Thus $\mathcal T=uXu^\dagger$, where
\begin{equation}
X=\sqrt{1-x^\dagger x}\,(1-Dx)^{-1}\tau(1-x^\dagger D)^{-1}\sqrt{1-x^\dagger x}.
\label{X}
\end{equation}

The slice is assumed isotropic: the law of $\rho$ is unchanged by $\rho\to v\rho u$ for every pair $u,v$ allowed by the symmetry. The slice is independent of the wire, so $x$ has the law of $\rho$ whatever the wire is. The mean free path is defined by the mean reflection per incoming channel,
\begin{equation}
\langle(x^\dagger x)_{nn}\rangle=\delta s .
\end{equation}
The scattering must also be weak in each sample, with fourth moments of $x$ vanishing faster than $\delta s$. A slice that is usually transparent but occasionally reflects strongly is excluded.

Isotropy fixes the second moments. A common phase in $u$ and $v$ multiplies $x$ by a phase, so every average with unequal numbers of $x$ and $x^*$ vanishes. In particular $\langle x\rangle=0$ and $\langle xx\rangle=0$. Separate phases for each channel show that different independent entries are uncorrelated. The mean squares follow case by case.

For $\beta=2$, permutations of rows and columns make all $\langle|x_{nm}|^2\rangle$ equal. There are $N$ of them in a column, so each is $\delta s/N$.

For $\beta=1$, rotate channels 1 and 2 by $45^\circ$. The transformed off-diagonal element is $x'_{12}=\tfrac12(x_{22}-x_{11})$, because $x_{12}=x_{21}$ cancels. Its mean square is $\tfrac14\cdot2\langle|x_{11}|^2\rangle$, so a diagonal entry has twice the mean square of an off-diagonal one. With $q$ the latter, $2q+(N-1)q=\delta s$, and $q=\delta s/(N+1)$.

For $\beta=4$, the matrix $A=J^{-1}x$ is antisymmetric and transforms as $A\to u^{\mathsf T}Au$. Permutations make its off-diagonal entries equal in mean square. There are $2N-1$ in a column, so each has $\delta s/(2N-1)$. A diagonal $2\times2$ block of $x$ is a number times the unit matrix; an off-diagonal block has four independent entries.

All three cases are contained in
\begin{equation}
c=\frac{2}{\beta N+2-\beta},\qquad
\langle|x_{nn}|^2\rangle=c\,\delta s,\qquad
\langle|x_{nm}|^2\rangle=\frac{\beta c}{2}\,\delta s\quad(n\ne m).
\label{moments}
\end{equation}
For $\beta=4$ the last symbol means half the trace of $x_{nm}x_{nm}^\dagger$, which is $\tfrac12\cdot4c\,\delta s=2c\,\delta s$.

\subsection{Shift of the transmission eigenvalues}

Insert $(1-Dx)^{-1}=1+Dx+DxDx+\dots$ and $\sqrt{1-x^\dagger x}=1-\tfrac12x^\dagger x+\dots$ into (\ref{X}). Then $X=\tau+W_1+W_2+\dots$ with
\begin{align}
W_1&=Dx\tau+\tau x^\dagger D,\\
W_2&=Dx\tau x^\dagger D-\tfrac12(x^\dagger x\tau+\tau x^\dagger x)+DxDx\tau+\tau x^\dagger Dx^\dagger D .
\end{align}
The last two terms of $W_2$ average to zero. Third-order terms also average to zero, since they contain unequal numbers of $x$ and $x^*$. Second-order perturbation theory is therefore sufficient:
\begin{equation}
\delta T_n=(W_1)_{nn}+(W_2)_{nn}+\sum_{m\ne n}\frac{|(W_1)_{nm}|^2}{T_n-T_m}.
\end{equation}

For $\beta=4$ each $T_n$ is doubly degenerate and remains so. The composite reflection matrix is self-dual, hence related to an antisymmetric matrix $A$ with the same singular values. If $A^\dagger A\psi=\sigma^2\psi$ with $\sigma\ne0$, then $(A\psi)^*$ is another eigenvector with the same $\sigma^2$, because $A^\dagger=-A^*$. It is orthogonal to $\psi$, because $\psi^{\mathsf T}A\psi=0$. The common shift is half the trace over the $2\times2$ block, for which (\ref{moments}) was written.

The required averages are
\begin{align}
\frac{\langle(W_2)_{nn}\rangle}{\delta s}&=R_n\Bigl(cT_n+\frac{\beta c}{2}\sum_{m\ne n}T_m\Bigr)-T_n,\\
\frac{\langle|(W_1)_{nm}|^2\rangle}{\delta s}&=\frac{\beta c}{2}\bigl(R_nT_m^2+R_mT_n^2\bigr).
\end{align}
The cross term in the second line contains $\langle x_{nm}x_{mn}\rangle$ and vanishes. For each $m$, put the two contributions over the denominator $T_n-T_m$:
\begin{align}
R_nT_m(T_n-T_m)+R_nT_m^2+R_mT_n^2
&=T_n(R_nT_m+R_mT_n)\nonumber\\
&=T_n(T_n+T_m-2T_nT_m).
\end{align}
The mean rate $a_n=\langle\delta T_n\rangle/\delta s$ is thus
\begin{equation}
a_n=-T_n+cT_n\Bigl[1-T_n+\frac\beta2\sum_{m\ne n}\frac{T_n+T_m-2T_nT_m}{T_n-T_m}\Bigr].
\label{drift}
\end{equation}

The fluctuation comes from $(W_1)_{nn}=2\sqrt{R_n}\,T_n\,{\rm Re}\,x_{nn}$. Since $\langle x_{nn}^2\rangle=0$, the real part carries half the mean square, $c\,\delta s/2$. Different diagonal entries are uncorrelated, so
\begin{equation}
\frac{\langle\delta T_n\delta T_m\rangle}{\delta s}=2b_n\delta_{nm},\qquad b_n=cT_n^2(1-T_n).
\label{diffusion}
\end{equation}

Take $T_n=(0.25,0.55,0.85)$ and $\beta=2$, so $c=1/3$. For the first eigenvalue the two terms of the sum are $-1.75$ and $-1.125$, and
\begin{equation}
a_1=-0.25+\frac{0.25}{3}(0.75-2.875)=-0.42708 .
\end{equation}
Finite differences of (\ref{composite}) with respect to the slice entries give the same value. For these $T_n$ and all three $\beta$, rates and covariances from the two routes differ by at most $3.6\times10^{-8}$ in absolute terms. For $\beta=4$ the largest eigenvalue has a positive rate, $+0.085$: repulsion from the lower two outweighs the loss $-T_n$. The three rates still add up to a negative number.

\subsection{The evolution equation}

For a smooth function $f$ of the $T_n$, expanding $f(T+\delta T)$ to second order gives
\begin{equation}
\frac{d\langle f\rangle}{ds}=\langle\mathcal Lf\rangle,\qquad
\mathcal L=\sum_n\Bigl(a_n\frac{\partial}{\partial T_n}+b_n\frac{\partial^2}{\partial T_n^2}\Bigr).
\label{generator}
\end{equation}
Now change to $\lambda_n=1/T_n-1$, for which $d\lambda/dT=-1/T^2$ and $d^2\lambda/dT^2=2/T^3$. The coefficient of the second derivative becomes
\begin{equation}
\frac{b_n}{T_n^4}=\frac{cR_n}{T_n^2}=c\lambda_n(1+\lambda_n).
\end{equation}
The coefficient of the first derivative is $-a_n/T_n^2+2b_n/T_n^3$. Here $1/T_n=1+\lambda_n$, $R_n/T_n=\lambda_n$, and
\begin{equation}
\frac{T_n+T_m-2T_nT_m}{T_n-T_m}=-\frac{\lambda_n+\lambda_m}{\lambda_n-\lambda_m}
=1-\frac{2\lambda_n}{\lambda_n-\lambda_m}.
\end{equation}
The coefficient is therefore
\begin{align}
&(1+\lambda_n)\Bigl[1-\frac{\beta c}{2}(N-1)\Bigr]-c\lambda_n+2c\lambda_n
+\beta c\sum_{m\ne n}\frac{\lambda_n(1+\lambda_n)}{\lambda_n-\lambda_m}\nonumber\\
&\qquad=c\Bigl[1+2\lambda_n+\beta\sum_{m\ne n}\frac{\lambda_n(1+\lambda_n)}{\lambda_n-\lambda_m}\Bigr].
\label{lambdadrift}
\end{align}
The bracket in the first line equals $c$, because $1=c(\beta N+2-\beta)/2$.

Let $J_\beta=\prod_{n<m}|\lambda_n-\lambda_m|^\beta$. Its logarithmic derivative is $\beta\sum_{m\ne n}1/(\lambda_n-\lambda_m)$, so
\begin{equation}
\mathcal Lf=c\sum_n\frac1{J_\beta}\frac{\partial}{\partial\lambda_n}
\Bigl[\lambda_n(1+\lambda_n)J_\beta\frac{\partial f}{\partial\lambda_n}\Bigr].
\end{equation}
Multiply by the density $P$ of the $\lambda_n$ and integrate by parts twice. The boundary terms vanish at $\lambda_n=0$ through the factor $\lambda_n$, at infinity through the decay of $P$, and at coincident eigenvalues because no probability crosses there. Since $f$ is arbitrary,
\begin{equation}
\frac{\partial P}{\partial s}=\frac{2}{\beta N+2-\beta}\sum_{n=1}^N
\frac{\partial}{\partial\lambda_n}\Bigl[\lambda_n(1+\lambda_n)J_\beta
\frac{\partial}{\partial\lambda_n}\frac P{J_\beta}\Bigr].
\label{dmpk}
\end{equation}
This is the Dorokhov--Mello--Pereyra--Kumar (DMPK) equation. A wire of zero length transmits perfectly, so initially all $\lambda_n=0$.

Isotropy confines (\ref{dmpk}) to wires much longer than wide, in which transverse mixing is fast compared with the evolution along the wire. It does not describe a wide film, where transverse diffusion takes as long as longitudinal diffusion.

\section{Ohm's law, the quantum correction and the variance}

\subsection{Symbols and results carried over}

A wire of length $s$, in mean free paths, has $N$ transmission eigenvalues $T_n$, $R_n=1-T_n$, and conductance $T=\sum_nT_n$ in units of $2e^2/h$. The symmetry index is $\beta$, and $c=2/(\beta N+2-\beta)$. Averages obey $d\langle f\rangle/ds=\langle\mathcal Lf\rangle$, where $\mathcal L$ in (\ref{generator}) contains the drift $a_n$ of (\ref{drift}) and the diffusion $b_n=cT_n^2R_n$. This is equivalent to (\ref{dmpk}). At $s=0$ all $T_n=1$.

Define the power sums $T_k=\sum_nT_n^k$ for $k\ge2$, and let $T_1=T$. The subscript on a power sum is always a written number or $k$; eigenvalues carry $n$ or $m$.

\subsection{Exact equations for power sums}

Apply $\mathcal L$ to $T_k$. The term $cT_nR_n$ of the drift contributes $kc(T_k-T_{k+1})$, and diffusion contributes $k(k-1)c(T_k-T_{k+1})$. Together they give $k^2c(T_k-T_{k+1})$. In the repulsion term, exchange $n$ and $m$ and take half the sum:
\begin{equation}
S_k=\frac12\sum_{n\ne m}\frac{T_n^k-T_m^k}{T_n-T_m}\,(T_n+T_m-2T_nT_m).
\end{equation}
The quotient is a polynomial, so coincident eigenvalues cause no singularity, even at $s=0$. Extend the sum to $n=m$, where the quotient is $kT_n^{k-1}$, and subtract what was added. This gives $S_k=F_k-k(T_k-T_{k+1})$, with
\begin{align}
F_1&=NT-T^2,\\
F_2&=NT_2+T^2-2TT_2,\\
F_3&=NT_3+2TT_2-2TT_3-T_2^2 .
\end{align}
For $F_2$ the quotient is $T_n+T_m$. Half the double sum of $(T_n+T_m)^2$ is $NT_2+T^2$, and half that of $2T_nT_m(T_n+T_m)$ is $2TT_2$. For $F_3$ the quotient is $T_n^2+T_nT_m+T_m^2$. Its product with $T_n+T_m$ is $T_n^3+2T_n^2T_m+2T_nT_m^2+T_m^3$, which gives $NT_3+2TT_2$. Its product with $2T_nT_m$ gives $2TT_3+T_2^2$.

Collecting terms,
\begin{equation}
\mathcal LT_k=-kT_k+k^2c\Bigl(1-\frac\beta2\Bigr)(T_k-T_{k+1})+\frac{kc\beta}{2}F_k .
\end{equation}
Use $c\beta N/2=1-c(2-\beta)/2$ in the first term of $F_k$. The loss $-kT_k$ cancels, leaving
\begin{equation}
\mathcal LT_k=\frac{kc}{2}\Bigl\{(2-\beta)\bigl[(k-1)T_k-kT_{k+1}\bigr]+\beta(F_k-NT_k)\Bigr\}.
\end{equation}
For the first three power sums this reads
\begin{align}
\mathcal LT&=-\frac c2\bigl[\beta T^2+(2-\beta)T_2\bigr],\label{L1}\\
\mathcal LT_2&=c\bigl[\beta(T^2-2TT_2)+(2-\beta)(T_2-2T_3)\bigr],\label{L2}\\
\mathcal LT_3&=\frac{3c}{2}\bigl[\beta(2TT_2-2TT_3-T_2^2)+(2-\beta)(2T_3-3T_4)\bigr].\label{L3}
\end{align}
These identities hold at finite $N$. For $T_n=(0.12,0.31,0.58,0.77,0.93)$ and the three values of $\beta$, they agree with direct summation of drift and diffusion to $1.1\times10^{-15}$.

Products follow from the product rule. The second derivatives add a cross term:
\begin{equation}
\mathcal L(T_kT_j)=T_k\mathcal LT_j+T_j\mathcal LT_k+2ckj(T_{k+j}-T_{k+j+1}).
\label{product}
\end{equation}
More generally, the $p$th power of the conductance obeys
\begin{equation}
\mathcal LT^p=pT^{p-1}\mathcal LT+p(p-1)cT^{p-2}(T_2-T_3).
\end{equation}
The equation for $\langle T^p\rangle$ thus contains $\langle T^{p+1}\rangle$ and averages with $T_2$ and $T_3$. The hierarchy does not close at finite $N$.

Adding thin isotropic slices has led to the DMPK equation and to exact equations for the power sums of the transmission eigenvalues, but at finite $N$ these equations do not close. It remains to close them for many channels, to obtain the mean conductance and its variance, and to see where the results fail.

All numerical values are calculated from the stated model.
